# Inferring defect number and step size from threshold-shift statistics

## Problem

A large set of nominally identical small pMOSFETs is given the same negative-bias temperature stress. For each device, let $V$ be the magnitude of the threshold-voltage shift, measured as the difference between readings after and before stress. Over the set, $V$ has mean $\mu=30$ mV and standard deviation $\sigma=15$ mV.

Use the following model. The number $n$ of defects charged by the stress and still charged at readout is Poisson distributed with mean $N$. Each such defect is called active. It shifts the threshold by a positive amount $x$, drawn independently from an exponential distribution of mean $\eta$. The shifts add, and their sizes are independent of $n$.

1. Find $N$ and $\eta$, and say what $N$ means for a single device.
2. Find what the same data would give if every device had the same number of defects. Name a property of the distribution that separates the two readings.
3. Find the statistical error of $N$ and $\eta$ when 400 devices are measured.
4. Take a gate area of 90 nm × 35 nm and an oxide thickness of 1.8 nm. Judge the size of $\eta$, and estimate how readout errors, device-to-device variation and recovery change the answer.

## Hints

**Hint 1.** First hold $n$ fixed and find the mean and variance of the sum. Then average over $n$. The variance of $V$ has two parts: the mean of the conditional variance and the variance of the conditional mean.

**Hint 2.** The ratio $\sigma^2/\mu$ has the unit of voltage. See which parameter drops out of it.

**Hint 3.** For these data, a Poisson number and a fixed number can both match the two measured moments exactly. A test of the model needs something else, such as the third moment.

**Hint 4.** For the statistical error, the sample mean and sample variance are correlated, because the distribution is skewed. Their covariance must be kept.

## Solution

### 1. Number and step size

The step density is $f(x)=e^{-x/\eta}/\eta$ for $x\ge0$. Integration by parts gives, for $r\ge1$,

$$E[x^r]=\int_0^\infty x^r\frac{e^{-x/\eta}}{\eta}\,dx
=r\int_0^\infty x^{r-1}e^{-x/\eta}\,dx=r\eta\,E[x^{r-1}],$$

since the boundary term vanishes at both ends. Starting from $E[x^0]=1$, we get $E[x]=\eta$ and $E[x^2]=2\eta^2$. The variance of one step is therefore $2\eta^2-\eta^2=\eta^2$.

With $n$ fixed, means add, and variances add because the steps are independent:

$$E[V|n]=n\eta,\qquad \mathrm{Var}(V|n)=n\eta^2.$$

A Poisson variable has mean and variance both equal to $N$. Averaging over $n$ gives

$$\mu=E[n]\,\eta=N\eta,$$

$$\sigma^2=E[n\eta^2]+\mathrm{Var}(n\eta)=N\eta^2+N\eta^2=2N\eta^2.$$

The first part of $\sigma^2$ comes from unequal step sizes, the second from unequal defect numbers. Dividing by the mean removes $N$:

$$\frac{\sigma^2}{\mu}=\frac{2N\eta^2}{N\eta}=2\eta
\quad\Longrightarrow\quad
\eta=\frac{\sigma^2}{2\mu},\qquad N=\frac{\mu}{\eta}=\frac{2\mu^2}{\sigma^2}.$$

For the data,

$$\eta=\frac{(15\ \mathrm{mV})^2}{2(30\ \mathrm{mV})}=\frac{225}{60}\ \mathrm{mV}=3.75\ \mathrm{mV},
\qquad N=\frac{30}{3.75}=8.$$

Each of the two parts of the variance is $8(3.75)^2=112.5\ \mathrm{mV}^2$, and their sum is $225\ \mathrm{mV}^2$, as required.

Eight is the mean number over the set. The number in one device has standard deviation $\sqrt8\approx2.8$, and the probability of finding exactly eight is

$$P(n=8)=e^{-8}\frac{8^8}{8!}\approx0.14.$$

A device with a 30 mV shift need not contain eight active defects, nor need its individual steps be 3.75 mV.

The relative spread is $\sigma/\mu=\sqrt{2/N}$. It becomes small when many defects contribute. In the opposite limit, $N\ll1$, most devices have no shift, since $P(n=0)=e^{-N}\approx1-N$; a few devices then carry the whole mean.

### 2. A fixed number, and how to tell the difference

If every device had the same number $n$, the variance from defect number would be absent:

$$\mu=n\eta,\qquad\sigma^2=n\eta^2
\quad\Longrightarrow\quad
\eta=\frac{\sigma^2}{\mu}=7.5\ \mathrm{mV},\qquad
n=\frac{\mu^2}{\sigma^2}=4.$$

The same two moments thus give half as many defects with twice the step. The choice of Poisson statistics is a physical assumption that the mean and standard deviation cannot confirm.

The third moment differs between the two cases, so it can separate them if enough devices are measured. For $t<1/\eta$, one step has

$$\varphi(t)=E[e^{tx}]=\frac1\eta\int_0^\infty e^{-x(1/\eta-t)}dx=\frac{1}{1-\eta t}.$$

Independent steps multiply these factors. For a Poisson number,

$$E[e^{tV}]=\sum_{n=0}^{\infty}e^{-N}\frac{N^n}{n!}\varphi(t)^n
=e^{N[\varphi(t)-1]}.$$

The cumulants $\kappa_r$ are defined by $\ln E[e^{tV}]=\sum_{r\ge1}\kappa_rt^r/r!$. For $|\eta t|<1$, the geometric series gives

$$N[\varphi(t)-1]=N\sum_{r=1}^{\infty}\eta^rt^r
\quad\Longrightarrow\quad \kappa_r=r!\,N\eta^r.$$

The second cumulant is the variance and the third is the third central moment. The skewness is

$$\frac{\kappa_3}{\kappa_2^{3/2}}
=\frac{6N\eta^3}{(2N\eta^2)^{3/2}}
=\frac{3}{\sqrt{2N}}=\frac{3}{4}=0.75.$$

For fixed $n$, the logarithm of $\varphi^n$ is $-n\ln(1-\eta t)=n\sum_{r\ge1}\eta^rt^r/r$. Hence $\kappa_r=n(r-1)!\,\eta^r$, and the skewness is $2n\eta^3/(n\eta^2)^{3/2}=2/\sqrt n=1$ for $n=4$.

Repeated numerical convolution of the single-step distribution tests both readings. With Poisson mean 8 and step 3.75 mV it returns a mean of 30 mV, a standard deviation of 15 mV and a skewness of 0.750. Four fixed defects of 7.5 mV return the same first two moments and a skewness of 1.000.

The upper tail also carries information beyond the variance. For $n$ exponential steps, the sum exceeds $v$ if fewer than $n$ events of a Poisson process with mean spacing $\eta$ fall within the length $v$. Thus

$$P(V>v)=\sum_{n=1}^{\infty}e^{-N}\frac{N^n}{n!}
\sum_{k=0}^{n-1}e^{-v/\eta}\frac{(v/\eta)^k}{k!}.$$

At $v=\mu+3\sigma=75$ mV, where $v/\eta=20$, this gives 0.0077. A Gaussian of the same mean and standard deviation gives 0.0013. Within this model, a Gaussian estimate at that limit would be too low by a factor of about 5.7.

### 3. Error from a finite set

Let $m$ be the sample mean and $s^2$ the sample variance of $M$ independent devices. To leading order in $1/M$, $s^2$ behaves as the average of $(V-\mu)^2$. The fourth central moment is $\kappa_4+3\kappa_2^2$, so $(V-\mu)^2$ has variance $\kappa_4+3\kappa_2^2-\kappa_2^2$. Therefore

$$\mathrm{Var}(m)=\frac{\kappa_2}{M},\qquad
\mathrm{Var}(s^2)\simeq\frac{\kappa_4+2\kappa_2^2}{M},\qquad
\mathrm{Cov}(m,s^2)\simeq\frac{\kappa_3}{M}.$$

The estimate of $N$ is $2m^2/s^2$. For small deviations, the derivative of its logarithm gives

$$\frac{\delta N}{N}=2\frac{\delta m}{\mu}-\frac{\delta s^2}{\sigma^2}.$$

Squaring and averaging gives

$$\frac{\mathrm{Var}(\delta N)}{N^2}\simeq\frac1M\left[
4\frac{\kappa_2}{\mu^2}+\frac{\kappa_4}{\kappa_2^2}+2
-4\frac{\kappa_3}{\mu\kappa_2}\right].$$

The cumulants found above give $\kappa_2/\mu^2=2/N$, $\kappa_4/\kappa_2^2=24N/(4N^2)=6/N$ and $\kappa_3/(\mu\kappa_2)=3/N$. The bracket is

$$\frac8N+\frac6N+2-\frac{12}{N}=2+\frac2N.$$

For the step, $\delta\eta/\eta=\delta s^2/\sigma^2-\delta m/\mu$. Its bracket is $(6/N+2)+2/N-6/N$, again $2+2/N$. Both relative standard errors are therefore

$$\sqrt{\frac{2+2/N}{M}}=\sqrt{\frac{2.25}{400}}=0.075.$$

The estimates for 400 devices are $N=8.0\pm0.6$ and $\eta=3.75\pm0.28$ mV, at one standard error. In 4000 simulated sets of 400 devices, the scatter was 7.4% for $N$ and 7.3% for $\eta$, relative to their true values. The two errors are strongly anticorrelated: the same expansion gives a covariance bracket of $-(2+1/N)$ and hence a correlation of $-(2+1/N)/(2+2/N)\approx-0.94$, because the product $N\eta=\mu$ is known much better than either factor. These errors assume that the model is right.

A set of 400 devices is too small for a reliable skewness test of that assumption. In simulated sets of this size, the sample skewness scatters by about 0.16 for the Poisson number and 0.20 for the fixed number, while the two expected values differ by only 0.25. With 1600 devices the scatter falls to about 0.08 and 0.10, and the test begins to separate these two readings, though it still errs in roughly one set in twelve. It tests the number statistics only if the step shape is known: a Poisson number with $N=10$, in which 90% of the defects have an exponential mean step of 2.5 mV and 10% have 7.5 mV, also gives a mean of 30 mV, a standard deviation of 15 mV and a skewness of 1.

### 4. The size of a real device

A useful scale for $\eta$ is the shift caused by one elementary charge spread uniformly over the oxide–channel interface:

$$\eta_0=\frac{q}{C_{\rm ox}A}=\frac{q\,t_{\rm ox}}{\varepsilon_{\rm ox}A}\approx2.65\ \mathrm{mV},$$

where $C_{\rm ox}$ is the oxide capacitance per area, $A$ the gate area, and $\varepsilon_{\rm ox}=3.9\,\varepsilon_0$. The inferred step is 1.41 times this value. Uneven current flow in the channel makes some localized charges more effective than a uniform sheet and others less. For charges placed at random over the gate, these differences average out to first order, because shifting every part of the channel equally shifts the whole threshold by the same amount. To this order, uneven flow alone does not explain a mean ratio of 1.41. The argument is approximate, because one elementary charge changes the local potential by a few $kT/q$, which is not a small perturbation. The comparison shows only that the inferred step has the order of magnitude expected for one elementary charge. The mean areal density is $8/A\approx2.5\times10^{11}\ \mathrm{cm}^{-2}$.

**Readout and device variation.** Suppose the measured shift contains a constant offset $b$ and independent noise of standard deviation $s_r$. Suppose also that the local Poisson mean $L$ varies between devices, with average $N$ and standard deviation $cN$. Given $L$, the defect shift has mean $L\eta$ and variance $2L\eta^2$. With $\mu'=\mu-b=N\eta$, the total variance is

$$\sigma^2=2N\eta^2+(cN\eta)^2+s_r^2
=2\mu'\eta+c^2\mu'^2+s_r^2.$$

Solving for the step gives

$$\eta=\frac{\sigma^2-s_r^2-c^2\mu'^2}{2\mu'},\qquad N=\frac{\mu'}{\eta}.$$

For assumed errors taken one at a time, with the measured $\mu$ and $\sigma$ held fixed:

- Noise of 2 mV gives $\eta=(225-4)/60=3.68$ mV and $N=8.15$.
- A 1 K temperature fall between the readings before and after stress raises the threshold magnitude. With an assumed coefficient of 1 mV/K, the offset is $b=1$ mV, which gives $\eta=225/58=3.88$ mV and $N=7.48$.
- A 10% spread of the local mean gives $\eta=(225-9)/60=3.60$ mV and $N=8.33$.

Together they give $\eta=3.67$ mV and $N=7.91$. The small net change in $N$ reflects partial cancellation for these values; an offset of the opposite sign would not cancel the other two.

**Recovery.** Some defects discharge between the end of stress and readout. Let there be $N_0$ on average at the end of stress, and let each be lost with probability $r$, independently of its step size. The probability that $k$ remain is

$$\sum_{n=k}^{\infty}e^{-N_0}\frac{N_0^n}{n!}\binom nk(1-r)^kr^{n-k}
=e^{-N_0}\frac{[(1-r)N_0]^k}{k!}\sum_{j=0}^{\infty}\frac{(rN_0)^j}{j!},$$

with $j=n-k$. The last sum is $e^{rN_0}$, so the remaining number is Poisson with mean $(1-r)N_0$. The inferred $\eta$ is unchanged, while $N_0=N/(1-r)$. For $r=0.20$, eight defects at readout imply ten at the end of stress.

**Comparison with real stress conditions.** The chosen dimensions represent a small transistor with a thin SiO$_2$-like dielectric; they are not data for a particular product. At a stress overdrive of 1.2 V, the overdrive contributes 6.7 MV/cm to the oxide field. Depletion charge for a doping of $10^{18}\ \mathrm{cm}^{-3}$ and a band bending of 0.85 V raises the estimate to 8.2 MV/cm. This is an upper estimate: in strong inversion the band bending rises by a further 0.2 V or so, which lowers the field to about 7 to 7.7 MV/cm, depending on how the threshold is defined. This is a severe accelerated stress, and devices that develop breakdown paths must be excluded. For an assumed tunnelling current of 100 A/cm² and a series resistance of 1 kΩ, the lost voltage is only about 3 μV. Because some defects recover before readout, the readout count is below the count at the end of stress; for the assumed 20% loss, the end-of-stress count is 25% larger than the readout count. The stress temperature, taken here as 398 K, does not enter the inference directly, but it affects capture and recovery.

## Variation 1: two kinds of step

*Keep the Poisson number, but let the defects belong equally often to two exponential populations whose mean steps have the ratio 3:1. What do the same data imply?*

For any step distribution with finite second moment, define $\kappa=E[x^2]/E[x]^2$, and let $\eta=E[x]$. The variance is

$$\sigma^2=N\,\mathrm{Var}(x)+N\eta^2=N E[x^2]=N\kappa\eta^2.$$

With $\mu=N\eta$, this gives $\eta=\sigma^2/(\kappa\mu)$ and $N=\kappa\mu^2/\sigma^2$.

Let the two mean steps be $\eta_1$ and $3\eta_1$. Then $E[x]=2\eta_1$, and $E[x^2]=\tfrac12(2\eta_1^2+18\eta_1^2)=10\eta_1^2$. Hence $\kappa=10/4=2.5$, and

$$N=2.5\times\frac{900}{225}=10,\qquad
\eta=\frac{225}{2.5\times30}\ \mathrm{mV}=3\ \mathrm{mV}.$$

The populations have mean steps of 1.5 and 4.5 mV. The assumed step shape alone has changed the inferred number by 25%.

## Variation 2: charged defects slow later capture

*At fixed gate voltage, a charged defect lowers the overdrive. Suppose the capture rate varies as the third power of the overdrive, initially 1.2 V. Estimate the correction.*

For a shift $V$ small compared with the overdrive $V_{\rm ov}$, $(1-V/V_{\rm ov})^3\simeq1-aV$, with $a=3/V_{\rm ov}$. Let $u$ measure the stress exposure as the mean shift that would build up without feedback. In $du$, a capture occurs with probability $(1-aV)\,du/\eta$. This linear law requires $V<1/a=400$ mV, and larger shifts are neglected.

A capture changes $V$ by $x$ and $V^2$ by $2Vx+x^2$. Using $E[x]=\eta$ and $E[x^2]=2\eta^2$,

$$\frac{d\mu}{du}=1-a\mu,\qquad
\frac{dE[V^2]}{du}=E[(1-aV)(2V+2\eta)].$$

Subtracting $d\mu^2/du=2\mu(1-a\mu)$ from the second equation gives

$$\frac{d\sigma^2}{du}=-2a\sigma^2+2\eta(1-a\mu).$$

Both moments start at zero, so $1-a\mu=e^{-au}$. Multiplying the variance equation by $e^{2au}$ gives $d(\sigma^2e^{2au})/du=2\eta e^{au}$, and integration yields

$$\sigma^2=\frac{2\eta}{a}\left(e^{-au}-e^{-2au}\right)
=2\eta\mu(1-a\mu).$$

Here $a\mu=3(30)/1200=0.075$. The corrected step is $3.75/(1-0.075)=4.05$ mV. The mean number obeys $dN/du=(1-a\mu)/\eta=(d\mu/du)/\eta$, so $N=\mu/\eta=7.4$.

The feedback narrows the distribution at a given mean, because devices with large shifts capture more slowly. Ignoring it makes the step appear too small and the number too large. A simulation with the full third-power law and the corrected step gives a mean of 29.99 mV and a standard deviation of 15.00 mV, each with a random error of about 0.02 mV, which supports the linear estimate here. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Input mean shift: 30 mV
Input standard deviation: 15 mV
Inferred mean defect number: 8
Inferred mean shift per defect: 3.75 mV
Mean rebuilt by convolution: 30 mV
Standard deviation rebuilt by convolution: 15 mV
Variance from step size: 112.5 mV^2
Variance from defect number: 112.5 mV^2
Standard deviation of defect number: 2.8284
Probability of exactly 8 defects: 0.13959
Skewness, formula: 0.75
Skewness, convolution: 0.74999
Fixed-number reading, defects: 4
Fixed-number reading, shift per defect: 7.5 mV
Fixed-number reading, skewness: 0.99999
Tail limit, mean plus 3 sd: 75 mV
Tail probability, Poisson-exponential: 0.0076796
Tail probability, Gaussian: 0.0013499
Devices in sampling example: 400
Relative standard error, formula: 7.5 %
Simulated relative error of number: 7.4175 %
Simulated relative error of step: 7.3439 %
Gate width, length, oxide: 90, 35, 1.8 nm
Charged-defect density: 2.5397e+11 cm^-2
Charge-sheet step: 2.6513 mV
Inferred step / charge-sheet step: 1.4144
Stress overdrive: 1.2 V; temperature: 398 K
Channel doping: 1.0e+18 cm^-3; bending: 0.85 V
Oxide field from overdrive: 6.6667 MV/cm
Oxide field with depletion charge: 8.2049 MV/cm
Assumed leakage: 100 A/cm2; series: 1000 ohm
Voltage lost through gate leakage: 3.15 uV
Corrected mean number and mean step, one effect at a time:
  Noise 2 mV: 8.145; 3.683 mV
  Drift 1 K at 1 mV/K: 7.476; 3.879 mV
  Number spread 10 %: 8.333; 3.600 mV
  Recovery 20 %, at end of stress: 10.000; 3.750 mV
  Two step populations, ratio 3: 10.000; 3.000 mV
  Field feedback, exponent 3: 7.400; 4.054 mV
Noise, drift and spread together: 7.912; 3.665 mV
Two-population moment ratio kappa: 2.5
Feedback coefficient times mean: 0.075
Linear feedback simulation: 30.03, 15.01 mV
Power-law feedback simulation: 29.99, 15.00 mV
```
